\section*{The g tensor of an axial silicon dangling bond, part 2}

The problem is how spin-orbit coupling shifts the $g$ values of a silicon dangling bond with threefold symmetry about $z$. A weak field splits the ground doublet by $g\mu_BB$; $g_\parallel$ and $g_\perp$ belong to fields along and across $z$. Angular momenta are in units of $\hbar$, $g_e=2.0023$, and the spin-orbit term is $\zeta\,\mathbf l\cdot\mathbf s$ with $\zeta>0$. In all numbers $E_0=0$.

The unpaired electron occupies $|u\rangle=\sqrt w\,|p_z\rangle+|{\rm rest}\rangle$ at energy $E_0$, where $w$ is the weight in the defect atom's $p_z$ orbital. The other orbitals $n$ have energies $E_n$. Those that transform like $x,y$ (e symmetry) come in pairs $|n_x\rangle=c_n|p_x\rangle+|{\rm rest}\rangle$, $|n_y\rangle=c_n|p_y\rangle+|{\rm rest}\rangle$, with $\sum_nc_n^2=1$. With a repulsion $U$ between two electrons in $u$, the first-order shift for field direction $i$ is
\begin{equation}
g_i-g_e=2\zeta\sum_n\frac{|\langle n|l_i|u\rangle|^2}{E_0-E_n+U_n},\qquad
U_n=\begin{cases}U,&n\ \text{filled}\\0,&n\ \text{empty.}\end{cases}
\label{eq:general}
\end{equation}
If only the defect atom's p shell carries angular momentum and $U=0$, this becomes
\begin{equation}
\boxed{\;g_\parallel=g_e,\qquad g_\perp=g_e+2\zeta wG,\qquad
G=\sum_n\frac{c_n^2}{E_0-E_n}\;}
\label{eq:main}
\end{equation}
An upward shift of $g_\perp$ thus requires $G>0$.

The simple case, used below as a check, is one electron in a split p shell, with $p_z$ at energy zero and $p_x,p_y$ at $\Delta>0$. With $|\pm1\rangle=\mp(|p_x\rangle\pm i|p_y\rangle)/\sqrt2$, spin-orbit coupling mixes $|p_z\uparrow\rangle$ with $|{+1}\downarrow\rangle$ through an angle $\varphi$, where $\tan2\varphi=\sqrt2\,\zeta/(\Delta-\zeta/2)$ and $0<2\varphi<\pi$. The exact results are
\begin{equation}
g_\parallel=2\left[\frac{g_e}{2}\cos^2\varphi+\left(1-\frac{g_e}{2}\right)\sin^2\varphi\right]
=g_e-2(g_e-1)\sin^2\varphi .
\label{eq:parexact}
\end{equation}
\begin{equation}
g_\perp=g_e\cos^2\varphi-2\cdot2\cdot\frac{\sin\varphi\cos\varphi}{\sqrt2}
=g_e\cos^2\varphi-\sqrt2\,\sin2\varphi .
\label{eq:perpexact}
\end{equation}

\subsection{One bonding and one antibonding level}

Three back bonds join the defect atom to its neighbours. Let $p_x$, of energy $\epsilon_p$, couple with strength $V$ to one partner orbital $h_x$ of energy $\epsilon_h$, a combination of neighbour orbitals with the same symmetry. The pair $p_y,h_y$ is identical. The Hamiltonian of each pair is
\begin{equation}
h=\begin{pmatrix}\epsilon_p&V\\V&\epsilon_h\end{pmatrix}.
\end{equation}
The sum $G$ is the $p_x$ component of the vector $(\phi_p,\phi_h)$ that solves $(E_0-h)\phi=(1,0)$, as expansion in the eigenvectors of $h$ shows. The two rows read
\begin{align}
(E_0-\epsilon_p)\phi_p-V\phi_h&=1,\\
-V\phi_p+(E_0-\epsilon_h)\phi_h&=0 .
\end{align}
The second gives $\phi_h=V\phi_p/(E_0-\epsilon_h)$. Insertion in the first gives
\begin{equation}
G=\phi_p=\frac{\epsilon_h-E_0}{V^2-(E_0-\epsilon_p)(E_0-\epsilon_h)} .
\label{eq:closed}
\end{equation}
The denominator equals $-(E_0-E_b)(E_0-E_a)$, where $E_b$ and $E_a$ are the bonding and antibonding levels. It is positive when $E_0$ lies between them. In this model, therefore, $g_\perp$ moves upward at first order if and only if
\begin{equation}
\epsilon_h>E_0 .
\label{eq:cond}
\end{equation}
At $\epsilon_h=E_0$ the second row forces $\phi_p=0$: the contributions of the filled and the empty level cancel, for any $\epsilon_p$ and any $V\neq0$. This is a first-order statement, and it describes the shift only while both levels stay much farther than $\zeta$ from $E_0$.

The condition is not met automatically. Suppose that all atoms have the same 3s and 3p energies, that orbitals on different atoms do not overlap, that each partner is an sp$^3$ hybrid with one quarter s character, and that $E_0$ is the mean energy of the dangling hybrid. If the dangling hybrid is also sp$^3$, then $\epsilon_h=E_0$ and the shift vanishes. If it has more p character, $E_0$ lies above $\epsilon_h$ and the shift is downward. If it has less, $E_0$ lies below $\epsilon_h$ and the shift is upward, provided $E_0$ stays between the two levels. The dangling hybrid in the example below has more p character than sp$^3$. For such a hybrid, as long as only the defect atom carries angular momentum, an upward shift needs a partner with a higher effective energy than this picture gives, or a set of e orbitals richer than one pair of levels. Overlap, which the picture omits, can supply the higher energy. Equation (\ref{eq:closed}) requires a partner orthogonal to $p_x$. If $h_x$ has overlap $s$ with $p_x$, the orthogonal partner $(h_x-s\,p_x)/\sqrt{1-s^2}$ has an energy above $E_0$ by $[\epsilon_h-E_0-2s(V-sE_0)+s^2(\epsilon_p-E_0)]/(1-s^2)$, and a bonding interaction, $s(V-sE_0)<0$, raises it. For silicon atoms at the bond distance $s$ is between 0.5 and 0.6, so the rise can be several eV and can reverse the sign. The zero and downward shifts found above belong to the picture without overlap and are not a prediction for real silicon. In a solid the filled and empty e orbitals form bands, and the criterion $G>0$ replaces (\ref{eq:cond}).

\subsection{Second order in the spin-orbit constant}

The parallel component has no first-order shift, so its leading change is quadratic. Let $|n,\pm1\rangle$ be the combinations of $n_x,n_y$ formed like $|\pm1\rangle$. The first-order admixture of $|n,+1\downarrow\rangle$ in $|u\uparrow\rangle$, together with two sums that will occur, is
\begin{equation}
a_n=\frac{\zeta\sqrt w\,c_n}{\sqrt2\,(E_0-E_n)},\qquad
\sum_nc_na_n=\frac{\zeta\sqrt w\,G}{\sqrt2},\qquad
S=\sum_na_n^2=\frac{\zeta^2wF}{2},
\end{equation}
with $F=\sum_nc_n^2/(E_0-E_n)^2$. Independent electrons are assumed; closed pairs then carry no net moment, and one electron can be followed alone.

Normalization reduces the weight of $|u\uparrow\rangle$ to $1-S$. The admixed part has spin down and orbital moment $(\sum_nc_na_n)^2$, since $l_z$ sees only the on-site amplitude. Thus
\begin{align}
g_\parallel&=2\left[\frac{g_e}{2}(1-S)-\frac{g_e}{2}S+\frac{\zeta^2wG^2}{2}\right]\\
&=g_e+\zeta^2w\,(G^2-g_eF).
\label{eq:par2}
\end{align}
The Cauchy--Schwarz inequality with $\sum_nc_n^2=1$ gives $G^2\le F$. The bracket is then at most $-(g_e-1)F$, so this correction lowers $g_\parallel$ whatever the sign of $G$.

For the perpendicular component there are two quadratic terms. Normalization changes $g_\perp$ by $-g_eS=-\frac12\zeta^2wg_eF$. In addition, the term $\zeta l_zs_z$ acts between the admixed states with elements $-\frac12\zeta c_nc_m$ and changes the amplitude $a_n$ by
\begin{equation}
b_n=-\frac{\zeta c_n}{2(E_0-E_n)}\sum_mc_ma_m .
\end{equation}
Each amplitude enters $g_\perp$ with the factor $2\cdot2\sqrt w\,c_n/\sqrt2$, as in the simple case. The sum over $n$ is $-\zeta^2wG^2$, so that
\begin{equation}
g_\perp=g_e+2\zeta wG-\zeta^2w\left(\tfrac12g_eF+G^2\right).
\label{eq:perp2}
\end{equation}
As a limit, take $w=1$ and one empty level at $\Delta$, so $G=-1/\Delta$ and $F=1/\Delta^2$. Equation (\ref{eq:par2}) gives $-(g_e-1)\zeta^2/\Delta^2$, and the quadratic part of (\ref{eq:perp2}) is $-(1+\frac12g_e)\zeta^2/\Delta^2$. Both agree with the expansion of the exact formulas for the split p shell, where $\sin2\varphi\simeq(\sqrt2\zeta/\Delta)(1+\zeta/2\Delta)$.

\subsection{A worked example}

The parameters are round model values: $\zeta=0.02$ eV, 80\,\% of $u$ on the defect atom and 87.5\,\% p character there, so $w=0.80\times0.875=0.70$. The back bonds have $\epsilon_p=1.0$ eV, $\epsilon_h=1.5$ eV and $V=3.5$ eV. The value of $\epsilon_h$ is chosen to satisfy (\ref{eq:cond}); it does not come from the sp$^3$ picture above.

The levels are $1.25\pm\sqrt{0.25^2+3.5^2}$ eV, that is $E_b=-2.259$ eV and $E_a=4.759$ eV. Since the weighted mean of the levels must equal $\epsilon_p$, the bonding weight is
\begin{equation}
c_b^2=\frac{E_a-\epsilon_p}{E_a-E_b}=\frac{3.759}{7.018}=0.536,\qquad c_a^2=0.464 .
\end{equation}
The two contributions to $G$ are
\begin{equation}
G=\frac{0.536}{2.259}-\frac{0.464}{4.759}=0.2371-0.0976=0.1395\ {\rm eV^{-1}},
\end{equation}
which is also $1.5/(12.25-1.5)$ from (\ref{eq:closed}). The first-order shift is
\begin{equation}
2\zeta wG=2\times0.02\times0.70\times0.1395=0.0039 .
\end{equation}
With $F=0.1255$ eV$^{-2}$ the second-order changes are $-0.00004$ for $g_\perp$ and $-0.00006$ for $g_\parallel$.

The final $g$ values come from numerical diagonalization of the one-electron Hamiltonian in a field of 0.34 T. Two further axial orbitals at $\mp4$ eV share the remaining $p_z$ weight equally, and $g$ is read from the splitting of the half-filled pair:
\begin{equation}
g_\parallel=2.0023,\qquad g_\perp=2.0062 .
\end{equation}
Reversing the partner energy to $\epsilon_h=-1.5$ eV, with all other parameters held fixed, changes the perpendicular shift to $-0.0031$ by the same method.

In a tilted field the doublet behaves as a spin one-half with energy operator $\mu_B[g_\parallel B_zS_z+g_\perp(B_xS_x+B_yS_y)]$. This is a spin in an effective field whose components are scaled by the two $g$ values. At angle $\theta$ from the axis its length gives
\begin{equation}
g(\theta)=\sqrt{g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta},\qquad
B_{\rm res}=\frac{h\nu}{g(\theta)\mu_B}.
\end{equation}
At $40^\circ$ this is 2.0039. At a microwave frequency of 9.5 GHz the resonance lies at 339.0 mT for a field along the axis and at 338.3 mT across it, a difference of 0.66 mT.

\subsection{Repulsion and neighbour tails}

A repulsion $U=0.5$ eV in $u$ lengthens the filled gap from 2.26 to 2.76 eV and leaves the empty gap unchanged. With the other parameters fixed,
\begin{equation}
2\zeta w\left(\frac{0.536}{2.759}-0.098\right)=0.0027 ,
\end{equation}
about 30\,\% below the value without $U$. Repulsion therefore weakens the upward shift and reverses it, with these parameters, only for $U$ above 3.2 eV.

The neighbours have spin-orbit coupling too. Let a weight $t$ of $u$ sit on the three back-bond neighbours, in p orbitals perpendicular to the bonds. For the neighbour at azimuth $\phi_k$, with horizontal unit vector $\mathbf r_k$, the bond direction and the tail direction are
\begin{equation}
\mathbf d_k=\tfrac{\sqrt8}{3}\mathbf r_k-\tfrac13\hat{\mathbf z},\qquad
\mathbf t_k=\tfrac13\mathbf r_k+\tfrac{\sqrt8}{3}\hat{\mathbf z},\qquad
\mathbf d_k\times\mathbf t_k=\mathbf r_k\times\hat{\mathbf z}.
\end{equation}
For p orbitals along $\mathbf a$ and $\mathbf b$, $\langle\mathbf a|l_i|\mathbf b\rangle=-i(\mathbf a\times\mathbf b)_i$. An sp$^3$ hybrid pointing back at the defect has p part $-\frac{\sqrt3}{2}\mathbf d_k$, and $(\mathbf r_k\times\hat{\mathbf z})_y=-\cos\phi_k$. The partner orbital is $h_x=\sqrt{2/3}\sum_k\cos\phi_k\,h_k$, and the tail amplitude on each neighbour is $\sqrt{t/3}$. Since $\sum_k\cos^2\phi_k=\frac32$,
\begin{equation}
|\langle h_x|l_y|u\rangle|=\sqrt{\tfrac23}\,\sqrt{\tfrac t3}\;\frac{\sqrt3}{2}\cdot\frac32=\sqrt{\frac{3t}{8}} .
\end{equation}
Here each atom's angular momentum is taken about its own nucleus, with the same $\zeta$. The vector $l_yu$ now has two components in the pair $p_x,h_x$, namely $q=(\sqrt w,\pm\sqrt{3t/8})$ up to a common phase. Other neighbour orbitals that $l_y$ reaches from the tail are left out. They carry the larger part: the squared length of $l_y$ acting on the tail is $17t/18$, of which $3t/8$ is kept. If they do not couple to the pair and lie no closer to $E_0$ than 2.26 eV, they change the shift by at most 0.0005 for $t=0.05$. The general first-order formula becomes $2\zeta\,q^{T}(E_0-h)^{-1}q$, or
\begin{equation}
g_\perp-g_e=2\zeta\,\frac{w\epsilon_h\mp2V\sqrt{3wt/8}+\frac38t\epsilon_p}{V^2-\epsilon_p\epsilon_h}
\qquad(E_0=0).
\end{equation}
The cross term contains the large coupling $V$, so a small tail matters. For $t=0.05$ the shift is 0.0010 or 0.0070, depending on the phase of the tail, which this model does not fix. In the unfavourable phase a tail weight of 0.09 cancels the shift.

Tails can also move $g_\parallel$, because $l_z$ need not annihilate a p orbital on a neighbour. If the rest of the outer amplitude has no angular momentum, the squared length of $l_zu$ is at most $t$. If no orbital reached in this way lies closer to $E_0$ than 2.26 eV, the shift is at most $2\times0.02\times0.05/2.26=0.0009$ in magnitude. For the tail directions used here only the horizontal part $\frac13\mathbf r_k$ responds, and the bound falls by a factor of nine, to 0.0001. If instead the whole 20\,\% of $u$ outside the defect atom sat in horizontal p orbitals, the bound would be 0.0035.

\subsection{Smaller terms}

The relativistic kinetic energy contains $-(\boldsymbol\sigma\cdot\boldsymbol\pi)^4/8m^3c^2$, where $\boldsymbol\pi$ is the kinetic momentum and $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+e\hbar\,\boldsymbol\sigma\cdot\mathbf B$. The part linear in the spin and in a uniform field multiplies the spin moment by $1-T/mc^2$, where $T$ is the kinetic energy. A restricted open-shell Hartree--Fock calculation of the free silicon atom in the def2-TZVP basis gives 37.7 eV for 3s and 25.7 eV for 3p; quadruple-zeta bases lower the 3p value by about 0.15 eV, which does not affect the result at the digits used. The hybrid has $0.125\times37.7+0.875\times25.7=27.2$ eV. Applied to the whole orbital, this shifts $g$ by $-2.0023\times27.2/(5.11\times10^5)=-0.0001$. That is larger in magnitude than the second-order spin-orbit change of $g_\parallel$. A diamagnetic correction to the spin-orbit term is of the same relativistic order and is left out, so the fourth decimal of $g_\parallel$ is not settled here.

In the two-level model thermal excitation is negligible: the filled gap is 87 times the thermal energy at 300 K.

\subsection{Beside the real interface}

The dangling bond at the Si(111)/SiO$_2$ interface has its axis along the surface normal. Its measured $g_\parallel$ lies within roughly 0.001 of the free-electron value, and its $g_\perp$ is higher than $g_e$ by roughly 0.006. The model shift of 0.0039 has the right sign and order of magnitude, but the sign was secured by the choice of $\epsilon_h$. The values of $\zeta$, of the p character and of the share on the defect atom are in the rough range of the real defect; $\epsilon_p$, $\epsilon_h$ and $V$ are effective numbers that replace whole bands. The real interface also breaks the assumption that angular momentum resides on one atom. In the model a 5\,\% tail alone moves the perpendicular shift to 0.001 or to 0.007, depending on the sign of the tail. In the model the near-free parallel value rests on the axial shape of the orbital and on a weak response of its tails; the sign of the perpendicular shift rests on the balance between filled and empty back-bond orbitals and on the phase of the tails.
